# Why a Uniform Background Leaves a Charged Slab's Work Function Undefined: test program

```python
# RESULT UNDER TEST
# A symmetric metal slab with net charge sigma per area (both faces together) sits
# in a periodic cell of length L with a uniform neutralising background.
# The vacuum potential is parabolic, with curvature sigma/(eps0 L), and the work
# function read at mid-vacuum is
#     W_app = W0 + e sigma (L - 2 x0)^2 / (8 eps0 L)
# W0: work function of the neutral slab; x0: centroid of the induced charge,
# measured from the slab centre. W = electrostatic electron energy - Fermi level.
# The independent side is a self-consistent Kohn-Sham jellium slab (local exchange,
# Wigner correlation) whose periodic Poisson equation drops the G = 0 term.
# Internal units: hartree and bohr. Interface units: nm, eV, uC/cm2.
import numpy as np
from scipy import constants as const
from scipy.fft import dct, idct
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erf

BOHR = const.physical_constants["Bohr radius"][0] * 1e9          # nm
HARTREE = const.physical_constants["Hartree energy in eV"][0]    # eV
TEMPERATURE = 300.0                                              # K
KT = const.k * TEMPERATURE / const.e / HARTREE                   # hartree
RS = 3.0                                                         # bohr
N0 = 3 / (4 * np.pi * RS**3)                                     # bohr^-3
HALF = 0.8            # nm, half thickness of the jellium
EDGE_WIDTH = 0.03     # nm, softening of the jellium edge
STEP = 0.01           # nm, grid spacing
SHEET = HALF + 0.4    # nm, position of the countercharge sheets
SHEET_WIDTH = 0.04    # nm
SIGMA = 5.0           # uC/cm2


def per_area(sigma):
    """Charge in uC/cm2 converted to elementary charges per bohr^2."""
    return sigma * 1e-2 / const.e * (BOHR * 1e-9)**2


def half_grid(length, step):
    """Midpoint grid on half of the symmetric cell, in nm."""
    return (np.arange(round(length / 2 / step)) + 0.5) * step


def jellium(z, half):
    return N0 / 2 * (erf((z + half) / EDGE_WIDTH) - erf((z - half) / EDGE_WIDTH))


def electrostatic(q, h):
    """Electron energy from electron-like density q; G = 0 is dropped."""
    coefficient = dct(q, type=2, norm="ortho")
    g = np.pi * np.arange(1, len(q)) / (len(q) * h)
    coefficient[0] = 0.0
    coefficient[1:] *= 4 * np.pi / g**2
    return idct(coefficient, type=2, norm="ortho")


def exchange_correlation(n):
    n = np.maximum(n, 1e-30)
    rs = (3 / (4 * np.pi * n))**(1 / 3)
    return -(3 * n / np.pi)**(1 / 3) - 0.44 * (4 * rs / 3 + 7.8) / (rs + 7.8)**2


def electrons(v, h, number, states=16):
    """Fill the two-dimensional subbands of even and odd periodic states."""
    energies, weights = [], []
    off = np.full(len(v) - 1, -0.5 / h**2)
    for end in (0.5, 1.5):                     # even states, odd states
        diagonal = v + 1 / h**2
        diagonal[0] = v[0] + end / h**2
        diagonal[-1] = v[-1] + end / h**2
        e, u = eigh_tridiagonal(diagonal, off, select="i",
                                select_range=(0, states - 1))
        energies.append(e)
        weights.append(u**2 / (2 * h))
    e = np.concatenate(energies)
    w = np.hstack(weights)

    def filling(mu):
        return KT / np.pi * np.logaddexp(0, (mu - e) / KT)

    mu = brentq(lambda m: filling(m).sum() - number, e.min() - 1, e.max() + 1,
                xtol=1e-13)
    return w @ filling(mu), mu


def solve(length, sigma, sheets=False, half=HALF, step=STEP):
    """Self-consistent slab, with Anderson mixing of the potential."""
    z, h, charge = half_grid(length, step), step / BOHR, per_area(sigma)
    ions = jellium(z, half)
    number = N0 * 2 * half / BOHR - charge
    counter = np.zeros_like(z)
    if sheets:
        width = SHEET_WIDTH / BOHR
        counter = (charge / 2 * np.exp(-((z - SHEET) / SHEET_WIDTH)**2)
                   / (width * np.sqrt(np.pi)))
    guess = ions * number / (N0 * 2 * half / BOHR)
    v = (electrostatic(guess - ions + counter, h) + exchange_correlation(guess)
         - 0.08 * ions / N0)
    old_v, old_r, alpha = [], [], 0.06
    for _ in range(300):
        n, mu = electrons(v, h, number)
        hartree = electrostatic(n - ions + counter, h)
        r = hartree + exchange_correlation(n) - v
        if np.max(np.abs(r)) < 1e-6:
            break
        old_v, old_r = (old_v + [v])[-10:], (old_r + [r])[-10:]
        change = alpha * r
        if len(old_v) > 1:
            dv = np.diff(np.array(old_v), axis=0).T
            dr = np.diff(np.array(old_r), axis=0).T
            gamma = np.linalg.lstsq(dr, r, rcond=1e-12)[0]
            change = change - (dv + alpha * dr) @ gamma
        v = v + change
    else:
        raise AssertionError("self-consistency not reached")
    energy = (hartree - mu) * HARTREE          # eV above the Fermi level
    return {"z": z, "n": n, "ions": ions, "energy": energy, "W": energy[-1],
            "number": number, "h": h}


def slope(sigma):
    """e sigma / (8 eps0) in eV/nm."""
    return sigma * 1e-2 / (8 * const.epsilon_0) * 1e-9


def formula(length, sigma, w0, x0, z=None):
    """Apparent work function read at z (mid-vacuum by default), in eV."""
    z = length / 2 if z is None else z
    return w0 + 4 * slope(sigma) / length * ((length / 2 - x0)**2
                                             - (length / 2 - z)**2)


# Neutral slab: its work function must not depend on the cell.
neutral = solve(4.0, 0.0)
neutral_long = solve(8.0, 0.0)
W0 = neutral["W"]
assert abs(neutral_long["W"] - W0) < 0.002
grid_error = solve(4.0, 0.0, step=STEP / 2)["W"] - W0
assert abs(grid_error) < 0.03

# Localised countercharge: flat outer vacuum and no dependence on the cell.
sheet_4 = solve(4.0, SIGMA, sheets=True)
sheet_6 = solve(6.0, SIGMA, sheets=True)
assert abs(sheet_4["W"] - sheet_6["W"]) < 0.002
outer = sheet_6["energy"][sheet_6["z"] > 1.8]
assert np.ptp(outer) < 0.002
induced = neutral["n"] - sheet_4["n"]
X0 = np.sum(neutral["z"] * induced) / np.sum(induced)            # nm
sheet_formula = W0 + 4 * slope(SIGMA) * (SHEET - X0)
assert abs(sheet_4["W"] - sheet_formula) < 0.05

# Uniform background. The 0.05 eV tolerance covers nonlinear response, finite
# slab thickness and the density change in the metal; the effects are near 1 eV.
READ = HALF + 0.5                                                # nm
lengths = [3.0, 4.0, 6.0, 8.0]
charged = {L: solve(L, SIGMA) for L in lengths}
table, curvatures = [], {}
for L in lengths:
    run = charged[L]
    fixed = np.interp(READ, run["z"], run["energy"])
    row = (L, run["W"], formula(L, SIGMA, W0, X0))
    assert abs(row[1] - row[2]) < 0.05
    if L > 3:
        fixed_formula = formula(L, SIGMA, W0, X0, READ)
        assert abs(fixed - fixed_formula) < 0.05
        row += (fixed, fixed_formula)
        far = run["z"] > HALF + 0.8
        fit = np.polyfit(run["z"][far] - L / 2, run["energy"][far], 2)
        expected = 8 * slope(SIGMA) / L                          # V/nm^2
        curvatures[L] = (-2 * fit[0], expected)
        assert abs(-2 * fit[0] / expected - 1) < 5e-3
    table.append(row)

# Relation between the potential step and the first moment of half the slab.
run = charged[6.0]
moment = np.sum(run["z"] / BOHR * (run["ions"] - run["n"])) * run["h"]
step_moment = 4 * np.pi * (per_area(SIGMA) * 6.0 / BOHR / 8 - moment) * HARTREE
step_direct = run["energy"][-1] - run["energy"][0]
assert abs(step_moment - step_direct) < 2e-3

# Thicker slab: the centroid moves out with the jellium edge.
thick_0 = solve(6.0, 0.0, half=1.0)["W"]
thick_q = solve(6.0, SIGMA, half=1.0)["W"]
thick_formula = formula(6.0, SIGMA, thick_0, X0 + 0.2)
assert abs(thick_q - thick_formula) < 0.05

# Opposite charge, and filling of the vacuum once its level is below E_F.
negative = solve(4.0, -SIGMA)
negative_formula = formula(4.0, -SIGMA, W0, X0)
assert abs(negative["W"] - negative_formula) < 0.05
onset = brentq(lambda L: formula(L, -SIGMA, W0, X0), 2 * X0, 50.0)


def vacuum_electrons(length):
    """Electrons over 1 nm outside the jellium, per excess electron, one solve."""
    z, h = half_grid(length, STEP), STEP / BOHR
    frozen = np.zeros_like(z)
    frozen[:len(negative["n"])] = negative["n"]
    v = electrostatic(frozen - jellium(z, HALF), h) + exchange_correlation(frozen)
    n, _ = electrons(v, h, negative["number"], states=24)
    return 2 * h * n[z > HALF + 1.0].sum() / per_area(SIGMA)


spill_short, spill_long = vacuum_electrons(6.0), vacuum_electrons(10.0)
assert 6.0 < onset < 10.0
assert spill_short < 1e-3 and spill_long > 0.1

# Sizes of neglected or small effects.
density_change = per_area(SIGMA) / (3.0 / BOHR) / N0
fermi = 0.5 * (3 * np.pi**2 * N0)**(2 / 3) * HARTREE
field_8 = 4 * slope(SIGMA) * (1 - 2 * X0 / 8.0)                  # V/nm
field_4 = 4 * slope(SIGMA) * (1 - 2 * X0 / 4.0)                  # V/nm
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9          # eV nm
image = coulomb / (4 * (2.0 - X0))
schottky = np.sqrt(coulomb * field_4)
EPS_WATER = 78.0                                                 # rough input

print(f"Jellium r_s = {RS:.1f} bohr; thickness = {2*HALF:.1f} nm")
print(f"Jellium edge softening = {EDGE_WIDTH:.2f} nm; grid = {STEP:.2f} nm")
print(f"Slab charge, both faces = {SIGMA:.1f} uC/cm2")
print(f"Neutral W0, L = 4 nm: {W0:.3f} eV")
print(f"Neutral W0, L = 8 nm: {neutral_long['W']:.3f} eV")
print(f"Induced-charge centroid x0 = {X0:.4f} nm; d = 2 x0 = {2*X0:.4f} nm")
print(f"Limiting slope e sigma/(8 eps0) = {slope(SIGMA):.4f} eV/nm")
print("Mid-vacuum apparent work function, background cell:")
for row in table:
    print(f"  L = {row[0]:.0f} nm: computed {row[1]:.3f} eV, formula {row[2]:.3f} eV")
print(f"Reading {READ-HALF:.1f} nm outside the jellium edge (z = {READ:.1f} nm):")
for row in table[1:]:
    print(f"  L = {row[0]:.0f} nm: computed {row[3]:.3f} eV, formula {row[4]:.3f} eV")
print(f"  limit of long cell, formula: {W0 + 4*slope(SIGMA)*(READ-X0):.3f} eV")
print("Curvature of the vacuum potential:")
for L, (found, expected) in curvatures.items():
    print(f"  L = {L:.0f} nm: fitted {found:.4f}, formula {expected:.4f} V/nm^2")
print(f"Centre-to-vacuum step, L = 6 nm: direct {step_direct:.4f} eV")
print(f"  same from first moment: {step_moment:.4f} eV")
print(f"Slab 2.0 nm thick: neutral W0 = {thick_0:.3f} eV")
print(f"  charged, L = 6 nm: computed {thick_q:.3f}, formula {thick_formula:.3f} eV")
print(f"Countercharge sheets at z = {SHEET:.1f} nm:")
print(f"  W at L = 4 nm: {sheet_4['W']:.3f} eV; at L = 6 nm: {sheet_6['W']:.3f} eV")
print(f"  W from sheet formula: {sheet_formula:.3f} eV")
print(f"Charge reversed, L = 4 nm: computed {negative['W']:.3f} eV")
print(f"  formula {negative_formula:.3f} eV")
print(f"Mid-vacuum reaches Fermi level at L = {onset:.2f} nm (charge reversed)")
print("Vacuum electrons per excess electron, frozen slab, one solve:")
print(f"  L = 6 nm: {spill_short:.1e}; L = 10 nm: {spill_long:.2f}")
print(f"Grid halving changes W0 by {1000*grid_error:.1f} meV")
print(f"Metal density change by background, L = 3 nm: {100*density_change:.3f} %")
print(f"  kinetic Fermi energy {fermi:.2f} eV shifts by "
      f"{2000/3*fermi*density_change:.1f} meV")
print(f"Surface field, L = 8 nm: {10*field_8:.1f} MV/cm")
print(f"Surface field, L = 4 nm: {10*field_4:.1f} MV/cm")
print(f"Image energy of one face at mid-vacuum, L = 4 nm: {image:.2f} eV")
print(f"Schottky lowering, charge reversed, L = 4 nm: {schottky:.2f} eV")
print(f"Thermal energy at {TEMPERATURE:.0f} K: {1000*KT*HARTREE:.1f} meV")
print(f"Limiting slope if water (eps = {EPS_WATER:.0f}, rough) fills the gap: "
      f"{1000*slope(SIGMA)/EPS_WATER:.1f} meV/nm")
print("success")
```

Output:

```
Jellium r_s = 3.0 bohr; thickness = 1.6 nm
Jellium edge softening = 0.03 nm; grid = 0.01 nm
Slab charge, both faces = 5.0 uC/cm2
Neutral W0, L = 4 nm: 3.411 eV
Neutral W0, L = 8 nm: 3.411 eV
Induced-charge centroid x0 = 0.8724 nm; d = 2 x0 = 1.7449 nm
Limiting slope e sigma/(8 eps0) = 0.7059 eV/nm
Mid-vacuum apparent work function, background cell:
  L = 3 nm: computed 3.776 eV, formula 3.781 eV
  L = 4 nm: computed 4.301 eV, formula 4.308 eV
  L = 6 nm: computed 5.534 eV, formula 5.541 eV
  L = 8 nm: computed 6.856 eV, formula 6.863 eV
Reading 0.5 nm outside the jellium edge (z = 1.3 nm):
  L = 4 nm: computed 3.955 eV, formula 3.962 eV
  L = 6 nm: computed 4.173 eV, formula 4.181 eV
  L = 8 nm: computed 4.283 eV, formula 4.290 eV
  limit of long cell, formula: 4.618 eV
Curvature of the vacuum potential:
  L = 4 nm: fitted 1.4118, formula 1.4118 V/nm^2
  L = 6 nm: fitted 0.9412, formula 0.9412 V/nm^2
  L = 8 nm: fitted 0.7059, formula 0.7059 V/nm^2
Centre-to-vacuum step, L = 6 nm: direct 4.3744 eV
  same from first moment: 4.3745 eV
Slab 2.0 nm thick: neutral W0 = 3.463 eV
  charged, L = 6 nm: computed 5.219, formula 5.212 eV
Countercharge sheets at z = 1.2 nm:
  W at L = 4 nm: 4.331 eV; at L = 6 nm: 4.331 eV
  W from sheet formula: 4.335 eV
Charge reversed, L = 4 nm: computed 2.536 eV
  formula 2.513 eV
Mid-vacuum reaches Fermi level at L = 7.94 nm (charge reversed)
Vacuum electrons per excess electron, frozen slab, one solve:
  L = 6 nm: 3.9e-07; L = 10 nm: 40.36
Grid halving changes W0 by -0.5 meV
Metal density change by background, L = 3 nm: 0.174 %
  kinetic Fermi energy 5.57 eV shifts by 6.5 meV
Surface field, L = 8 nm: 22.1 MV/cm
Surface field, L = 4 nm: 15.9 MV/cm
Image energy of one face at mid-vacuum, L = 4 nm: 0.32 eV
Schottky lowering, charge reversed, L = 4 nm: 1.51 eV
Thermal energy at 300 K: 25.9 meV
Limiting slope if water (eps = 78, rough) fills the gap: 9.0 meV/nm
success
```
